# Slater–Condon rules from creation and annihilation operators, with the phase: verification in Python

```python
"""
Slater-Condon rules with the phase of maximum coincidence.

Determinant D = (i1 < i2 < ... < iN) means a+_i1 a+_i2 ... a+_iN |vacuum>.
h[p,q] = <p|h|q>, g[p,q,r,s] = <pq|rs> (electron 1: p,r; electron 2: q,s).
holes = orbitals in ket but not bra; particles = in bra but not ket.
gamma = (-1)^(positions of holes in ket + positions of particles in bra).
Result under test:
  no difference:   sum_i h_ii ,   1/2 sum_ij (<ij|ij> - <ij|ji>)
  one difference:  gamma h_ai ,   gamma sum_k (<ak|ik> - <ak|ki>)
  two differences: 0 ,            gamma (<ab|ij> - <ab|ji>)
  more:            0 ,            0
It is compared with antisymmetrized product tensors (first quantization),
with explicit Fock-space matrices, and with an independent full-CI code.
Program indices start at 0; printed orbital numbers start at 1.
"""
from itertools import combinations, permutations
from math import factorial, sqrt
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo, fci


def differences(bra, ket):
    holes = [i for i in ket if i not in bra]
    particles = [a for a in bra if a not in ket]
    common = [k for k in ket if k in bra]
    return holes, particles, common


def phase(bra, ket):
    holes, particles, _ = differences(bra, ket)
    total = sum(ket.index(i) for i in holes)
    total += sum(bra.index(a) for a in particles)
    return -1 if total % 2 else 1


def slater_condon(bra, ket, h, g):
    """One- and two-electron matrix elements from the rules."""
    holes, particles, common = differences(bra, ket)
    if len(holes) > 2:
        return 0.0, 0.0
    if len(holes) == 0:
        one = sum(h[i, i] for i in ket)
        two = 0.5 * sum(g[i, j, i, j] - g[i, j, j, i]
                        for i in ket for j in ket)
        return one, two
    gamma = phase(bra, ket)
    if len(holes) == 1:
        i, a = holes[0], particles[0]
        two = sum(g[a, k, i, k] - g[a, k, k, i] for k in common)
        return gamma * h[a, i], gamma * two
    (i, j), (a, b) = holes, particles
    return 0.0, gamma * (g[a, b, i, j] - g[a, b, j, i])


def determinant_tensor(det, n_orb):
    """Antisymmetrized product; axis n is the orbital index of electron n."""
    n = len(det)
    tensor = np.zeros((n_orb,) * n)
    for perm in permutations(range(n)):
        inversions = sum(perm[x] > perm[y]
                         for x in range(n) for y in range(x + 1, n))
        tensor[tuple(det[x] for x in perm)] = (-1) ** inversions
    return tensor / sqrt(factorial(n))


def apply_first_quantized(tensor, h, g):
    """Sum of h over electrons and of g over pairs, acting on a tensor."""
    n = tensor.ndim
    one = sum(np.moveaxis(np.tensordot(h, tensor, axes=(1, m)), 0, m)
              for m in range(n))
    two = sum(np.moveaxis(np.tensordot(g, tensor, axes=([2, 3], [m, k])),
                          [0, 1], [m, k])
              for m in range(n) for k in range(m + 1, n))
    return one, two


# ---------- general test: random complex, non-Hermitian integrals ----------
M, N = 7, 4
rng = np.random.default_rng(11)
h_rand = rng.normal(size=(M, M)) + 1j * rng.normal(size=(M, M))
g_rand = rng.normal(size=(M,) * 4) + 1j * rng.normal(size=(M,) * 4)
g_rand = 0.5 * (g_rand + g_rand.transpose(1, 0, 3, 2))
dets = list(combinations(range(M), N))
nd = len(dets)

tensors = [determinant_tensor(d, M) for d in dets]
flat = np.array([t.ravel() for t in tensors])
assert np.allclose(flat @ flat.T, np.eye(nd), atol=1e-12)
applied = [apply_first_quantized(t, h_rand, g_rand) for t in tensors]
first_one = flat @ np.array([x[0].ravel() for x in applied]).T
first_two = flat @ np.array([x[1].ravel() for x in applied]).T

# Fock-space matrices of the annihilation operators
lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
ann = []
for p in range(M):
    matrix = np.eye(1)
    for q in range(M):
        factor = parity if q < p else lower if q == p else np.eye(2)
        matrix = np.kron(matrix, factor)
    ann.append(matrix)
for p in range(M):
    for q in range(M):
        mixed = ann[p] @ ann[q].T + ann[q].T @ ann[p]
        assert np.allclose(mixed, (p == q) * np.eye(2 ** M))
        assert np.allclose(ann[p] @ ann[q] + ann[q] @ ann[p], 0)

states = []
for d in dets:
    vector = np.eye(2 ** M)[0]
    for p in reversed(d):
        vector = ann[p].T @ vector
    states.append(vector)
states = np.array(states).T
removed1 = np.array([ann[q] @ states for q in range(M)])
removed2 = np.array([ann[s] @ ann[r] @ states
                     for r in range(M) for s in range(M)])
weighted1 = np.tensordot(h_rand, removed1, axes=(1, 0))
weighted2 = np.tensordot(g_rand.reshape(M * M, M * M), removed2, axes=(1, 0))
fock_one = np.tensordot(removed1, weighted1, axes=([0, 1], [0, 1]))
fock_two = 0.5 * np.tensordot(removed2, weighted2, axes=([0, 1], [0, 1]))

rules = np.array([[slater_condon(b, k, h_rand, g_rand) for k in dets]
                  for b in dets])
gammas = np.array([[phase(b, k) for k in dets] for b in dets])
n_diff = np.array([[len(differences(b, k)[0]) for k in dets] for b in dets])
err_first = max(abs(rules[:, :, 0] - first_one).max(),
                abs(rules[:, :, 1] - first_two).max())
err_fock = max(abs(fock_one - first_one).max(),
               abs(fock_two - first_two).max())
assert err_first < 1e-11 and err_fock < 1e-11
assert n_diff.max() == 3
assert abs(first_two[n_diff == 3]).max() < 1e-11
assert abs(first_one[n_diff == 2]).max() < 1e-11
err_no_phase = abs(rules[:, :, 1] * gammas - first_two).max()
assert err_no_phase > 0.1

# the phase itself, from the operator strings acting in Fock space
for x, bra in enumerate(dets):
    for y, ket in enumerate(dets):
        holes, particles, common = differences(bra, ket)
        if len(holes) not in (1, 2):
            continue
        vector = states[:, y]
        for i in holes:
            vector = ann[i] @ vector
        for a in reversed(particles):
            vector = ann[a].T @ vector
        sign = states[:, x] @ vector
        assert abs(sign - phase(bra, ket)) < 1e-12
        if len(holes) == 1:
            low, high = sorted((holes[0], particles[0]))
            between = sum(low < k < high for k in common)
            assert abs(sign - (-1) ** between) < 1e-12

print("General test: electrons, spin orbitals, dets:", N, M, nd)
print(f"Max error, rules vs first quantization: {err_first:.1e}")
print(f"Max error, Fock space vs first quantization: {err_fock:.1e}")
print(f"Max error if gamma is omitted: {err_no_phase:.2f}")

# ---------- LiH, STO-3G ----------
distance = 1.6
mol = gto.M(atom=f"Li 0 0 0; H 0 0 {distance}", basis="sto-3g", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol, mf.conv_tol_grad = 1e-13, 1e-8
mf.kernel()
assert mf.converged
coeff = np.array(mf.mo_coeff)
for k in range(coeff.shape[1]):
    coeff[:, k] *= np.sign(coeff[np.argmax(abs(coeff[:, k])), k])
n_mo = coeff.shape[1]
h_mo = coeff.T @ mf.get_hcore() @ coeff
eri = ao2mo.restore(1, ao2mo.kernel(mol, coeff), n_mo)
physicist = eri.transpose(0, 2, 1, 3)
e_nuc = mol.energy_nuc()


def spin_integrals(spatial, spin):
    same = (spin[:, None] == spin[None, :]).astype(float)
    h = h_mo[np.ix_(spatial, spatial)] * same
    g = physicist[np.ix_(spatial, spatial, spatial, spatial)]
    return h, g * same[:, None, :, None] * same[None, :, None, :]


def ci_matrix(det_list, h, g):
    size = len(det_list)
    matrix, signs = np.zeros((size, size)), np.ones((size, size))
    for x in range(size):
        for y in range(x + 1):
            value = sum(slater_condon(det_list[x], det_list[y], h, g))
            matrix[x, y] = matrix[y, x] = value
            signs[x, y] = signs[y, x] = phase(det_list[x], det_list[y])
    return matrix, signs


# alternating order: 1 alpha, 1 beta, 2 alpha, 2 beta, ...
n_so = 2 * n_mo
labels = np.arange(n_so)
h_so, g_so = spin_integrals(labels // 2, labels % 2)
pairs = list(combinations(range(n_mo), 2))
ci_dets = [tuple(sorted([2 * p for p in up] + [2 * p + 1 for p in down]))
           for up in pairs for down in pairs]
H, signs = ci_matrix(ci_dets, h_so, g_so)
e_rules = np.linalg.eigvalsh(H)[0] + e_nuc
e_no_phase = np.linalg.eigvalsh(H * signs)[0] + e_nuc
solver = fci.FCI(mf)
solver.conv_tol = 1e-12
e_reference = solver.kernel()[0]
hf_det = (0, 1, 2, 3)
e_hf = H[ci_dets.index(hf_det), ci_dets.index(hf_det)] + e_nuc
assert abs(e_hf - mf.e_tot) < 1e-9
assert abs(e_rules - e_reference) < 1e-8
assert abs(e_no_phase - e_rules) > 1e-6

# blocked order: all alpha spin orbitals first, then all beta


def to_blocked(det):
    return tuple(sorted((p % 2) * n_mo + p // 2 for p in det))


h_bl, g_bl = spin_integrals(labels % n_mo, labels // n_mo)
H_bl, _ = ci_matrix([to_blocked(d) for d in ci_dets], h_bl, g_bl)
e_blocked = np.linalg.eigvalsh(H_bl)[0] + e_nuc
assert abs(e_blocked - e_rules) < 1e-9
assert np.allclose(abs(H_bl), abs(H), atol=1e-10)
changed = int(np.sum(np.triu(H * H_bl < -1e-12, 1)))
assert changed > 0

print(f"LiH, RHF/STO-3G, distance: {distance} angstrom")
print("Spin orbitals, M_S=0 determinants:", n_so, len(ci_dets))
row = [len(differences(d, hf_det)[0]) for d in ci_dets]
print("Dets with 0,1,2,3,4 differences from HF:",
      [row.count(k) for k in range(5)])
print("Order: odd number = alpha, even number = beta")

# sigma orbitals have no p_x or p_y part
transverse = [k for k, name in enumerate(mol.ao_labels())
              if "px" in name or "py" in name]
sigma = [k for k in range(n_mo) if abs(coeff[transverse, k]).max() < 1e-6]
assert len(sigma) == 4 and sigma[:2] == [0, 1]
s3, s4 = sigma[2], sigma[3]
print("Spatial orbital numbers of 1-4 sigma:", [k + 1 for k in sigma])


def show(det):
    return [p + 1 for p in det]


def report(title, bra, ket):
    """Print an element and check it against the tensor definition."""
    one, two = slater_condon(bra, ket, h_so, g_so)
    direct = apply_first_quantized(determinant_tensor(ket, n_so), h_so, g_so)
    bra_tensor = determinant_tensor(bra, n_so)
    assert abs(np.sum(bra_tensor * direct[0]) - one) < 1e-10
    assert abs(np.sum(bra_tensor * direct[1]) - two) < 1e-10
    holes, particles, common = differences(bra, ket)
    print(f"{title}: bra {show(bra)}, ket {show(ket)}")
    print(f"  holes {show(holes)} at {[ket.index(i) + 1 for i in holes]},",
          f"particles {show(particles)} at",
          f"{[bra.index(a) + 1 for a in particles]},",
          f"gamma {phase(bra, ket):+d}")
    if len(holes) == 1:
        i, a = holes[0], particles[0]
        print(f"  h_ai = {h_so[a, i]:.6f} hartree")
        for k in common:
            print(f"  k={k + 1}: <ak|ik> = {g_so[a, k, i, k]:.6f},",
                  f"<ak|ki> = {g_so[a, k, k, i]:.6f} hartree")
    else:
        (i, j), (a, b) = holes, particles
        print(f"  <ab|ij> = {g_so[a, b, i, j]:.6f},",
              f"<ab|ji> = {g_so[a, b, j, i]:.6f} hartree")
    print(f"  one-electron {one:.6f}, two-electron {two:.6f},",
          f"sum {one + two + 0.0:.6f} hartree")
    return one + two


single = tuple(sorted((0, 1, 3, 2 * s3)))
paired = tuple(sorted((0, 1, 2 * s3, 2 * s3 + 1)))
double = tuple(sorted((1, 3, 2 * s3, 2 * s4)))
brillouin = report("Element A", single, hf_det)
assert abs(brillouin) < 1e-6
element_b = report("Element B", single, paired)
assert abs(element_b) > 1e-4
element_c = report("Element C", double, hf_det)
assert phase(double, hf_det) == -1 and abs(element_c) > 1e-6
c_blocked = sum(slater_condon(to_blocked(double), to_blocked(hf_det),
                              h_bl, g_bl))
print("Element C, all alpha before all beta: gamma",
      f"{phase(to_blocked(double), to_blocked(hf_det)):+d},",
      f"value {c_blocked:.6f} hartree")
print("Elements above diagonal that change sign:", changed)

ev = physical_constants["Hartree energy in eV"][0]
print(f"Nuclear repulsion: {e_nuc:.6f} hartree")
print(f"Hartree-Fock energy: {e_hf:.6f} hartree")
print(f"Full CI from the rules: {e_rules:.6f} hartree")
print(f"Full CI, independent code: {e_reference:.6f} hartree")
print(f"Full CI, reordered orbitals: {e_blocked:.6f} hartree")
print(f"Lowest eigenvalue, gamma omitted: {e_no_phase:.6f} hartree")
print(f"Error from omitting gamma: {e_no_phase - e_rules:.6f} hartree")
print(f"Correlation energy: {e_rules - e_hf:.6f} hartree",
      f"= {(e_rules - e_hf) * ev:.4f} eV")
print("done: every assertion held")
```

Running it gives:

```
General test: electrons, spin orbitals, dets: 4 7 35
Max error, rules vs first quantization: 2.7e-15
Max error, Fock space vs first quantization: 2.7e-15
Max error if gamma is omitted: 13.48
LiH, RHF/STO-3G, distance: 1.6 angstrom
Spin orbitals, M_S=0 determinants: 12 225
Dets with 0,1,2,3,4 differences from HF: [1, 16, 76, 96, 36]
Order: odd number = alpha, even number = beta
Spatial orbital numbers of 1-4 sigma: [1, 2, 3, 6]
Element A: bra [1, 2, 4, 5], ket [1, 2, 3, 4]
  holes [3] at [3], particles [5] at [4], gamma -1
  h_ai = 0.032893 hartree
  k=1: <ak|ik> = 0.013451, <ak|ki> = 0.011216 hartree
  k=2: <ak|ik> = 0.013451, <ak|ki> = 0.000000 hartree
  k=4: <ak|ik> = -0.048580, <ak|ki> = -0.000000 hartree
  one-electron -0.032893, two-electron 0.032893, sum -0.000000 hartree
Element B: bra [1, 2, 4, 5], ket [1, 2, 5, 6]
  holes [6] at [4], particles [4] at [3], gamma -1
  h_ai = 0.032893 hartree
  k=1: <ak|ik> = 0.013451, <ak|ki> = 0.000000 hartree
  k=2: <ak|ik> = 0.013451, <ak|ki> = 0.011216 hartree
  k=5: <ak|ik> = 0.007484, <ak|ki> = 0.000000 hartree
  one-electron -0.032893, two-electron -0.023171, sum -0.056064 hartree
Element C: bra [2, 4, 5, 11], ket [1, 2, 3, 4]
  holes [1, 3] at [1, 3], particles [5, 11] at [3, 4], gamma -1
  <ab|ij> = 0.000560, <ab|ji> = 0.001689 hartree
  one-electron 0.000000, two-electron 0.001130, sum 0.001130 hartree
Element C, all alpha before all beta: gamma +1, value -0.001130 hartree
Elements above diagonal that change sign: 1524
Nuclear repulsion: 0.992207 hartree
Hartree-Fock energy: -7.861865 hartree
Full CI from the rules: -7.882324 hartree
Full CI, independent code: -7.882324 hartree
Full CI, reordered orbitals: -7.882324 hartree
Lowest eigenvalue, gamma omitted: -7.882216 hartree
Error from omitting gamma: 0.000108 hartree
Correlation energy: -0.020460 hartree = -0.5567 eV
done: every assertion held
```
